# Nusselt number of a square microchannel from two Poisson problems

## Two plates, solved by hand

Liquid flows slowly between two wide parallel plates a distance $b$ apart. Both plates are heated equally and steadily, and at each position along the flow they share one temperature $T_w$. We want the difference between $T_w$ and the temperature of the liquid.

Let $x$ run from 0 to 1 across the gap. A constant pressure gradient balances viscous friction, so the velocity is proportional to a function $w$ with $-w''=1$ and $w=0$ at both plates. Hence
$$w=\tfrac12x(1-x),\qquad \bar w=\int_0^1w\,dx=\tfrac1{12},\qquad v=\frac{w}{\bar w}=6x(1-x),$$
where $v$ is the local speed divided by the mean speed.

Far from the inlet, steady heating warms all the liquid at the same rate per unit length. Faster layers carry more liquid past each point and need more heat, in proportion to $v$. Let $q_2$ be the heat supplied by both plates together per unit plate area, and $k$ the conductivity of the liquid. Writing $T=T_w-(q_2b/k)\theta$ gives $-\theta''=v$ with $\theta=0$ at the plates. Two integrations yield
$$\theta=\tfrac12x-x^3+\tfrac12x^4 .$$

The temperature that enters a heat balance is that of the liquid collected in a cup and stirred, the bulk temperature $T_b$. It weights each layer by its speed:
$$\theta_b=\int_0^1v\theta\,dx=6\left(\tfrac16-\tfrac18-\tfrac15+\tfrac14-\tfrac1{14}\right)=\tfrac{17}{140}.$$
Each plate supplies $q_2/2$, so the heat transfer coefficient is $h=(q_2/2)/(T_w-T_b)=k/(2b\theta_b)$. The hydraulic diameter, four times the flow area over the wetted perimeter, is $2b$. The Nusselt number is therefore $2bh/k=1/\theta_b=140/17\approx8.24$.

An unweighted average would have given $\int_0^1\theta\,dx=1/10$ and a Nusselt number of 10, which is 21% above the correct value. The velocity thus enters twice, as the heat sink in the temperature equation and as the weight in the mean.

## The square channel and the obvious scheme

Now take a straight channel of square section with side $a$. The flow is laminar, incompressible and fully developed, with constant properties. Heat enters at a constant rate $q'$ per unit length, and the wall temperature $T_w(z)$ is uniform around each cross-section. The hydraulic diameter is $4a^2/(4a)=a$, and we define
$$h=\frac{q'}{4a\,(T_w-T_b)},\qquad \mathrm{Nu}=\frac{ha}{k}.$$

With density $\rho$, specific heat $c$ and axial velocity $u$, the energy equation without viscous heating is
$$\rho c\,u\,\frac{\partial T}{\partial z}=k\left(\nabla_\perp^2T+\frac{\partial^2T}{\partial z^2}\right).$$
The obvious scheme drops the last term, starts from a uniform inlet temperature and marches downstream until nothing changes. It meets three difficulties.

First, the temperature never stops changing, because heat keeps entering. Integrate the energy equation, without its last term, over the section, with $U$ the mean speed and $\int uT\,dA=Ua^2T_b$. The result is
$$\rho cUa^2\,\frac{dT_b}{dz}=q' .$$
The bulk temperature rises for as long as the channel is heated.

Second, the wall temperature needed at each step is unknown, since the heat is prescribed instead. Holding $T_w$ constant along the channel would be easier, but it poses a different problem with a different answer, as shown below.

Third, the march spends its effort on an entrance region that has no influence on the final Nusselt number.

The first difficulty suggests the cure. What settles down is the shape of the temperature field, so the steady growth should be removed before anything is computed.

## Two Poisson problems

Measure transverse lengths in units of $a$, so that the section is the unit square and $\nabla^2$ acts on dimensionless coordinates. With viscosity $\mu$ and pressure gradient $-G$, where $G>0$, the momentum equation is $(\mu/a^2)\nabla^2u=-G$. Setting $u=(Ga^2/\mu)w$ gives
$$-\nabla^2w=1,\qquad w=0\ \text{on the wall}.$$
The mean speed is $U=(Ga^2/\mu)\bar w$, and again $v=u/U=w/\bar w$.

For the temperature, write
$$T=T_w(z)-\frac{q'}{k}\,\theta(x,y),\qquad \theta=0\ \text{on the wall}.$$
Since $\theta$ does not depend on $z$, every point warms at the same rate $dT_w/dz=dT_b/dz$. With constant heating we look for the state in which this rate is also constant along $z$. Then $\partial^2T/\partial z^2=0$, and axial conduction in the liquid drops out of the developed state without being neglected. The heat balance above therefore holds exactly and fixes the rate at $q'/(\rho cUa^2)$. The energy equation becomes
$$\rho c\,u\,\frac{q'}{\rho cUa^2}=\frac{k}{a^2}\nabla^2T=-\frac{q'}{a^2}\nabla^2\theta .$$
Multiplying by $a^2/q'$ leaves
$$-\nabla^2\theta=v .$$
Let $\theta_b=\int v\theta\,dA$ over the unit square. Then $T_w-T_b=q'\theta_b/k$, and the definition of $h$ gives
$$\mathrm{Nu}=\frac{a}{k}\cdot\frac{q'}{4a}\cdot\frac{k}{q'\theta_b}=\frac1{4\theta_b}.$$
No Reynolds number, Prandtl number or heating rate remains. Within these assumptions Nu is a property of the square alone.

The velocity solution also gives the friction. The Fanning factor is $f=Ga/(2\rho U^2)$ and the Reynolds number is $\mathrm{Re}=\rho Ua/\mu$, so $f\,\mathrm{Re}=Ga^2/(2\mu U)=1/(2\bar w)$.

## The coarsest grids and their error

Divide each side into $n$ cells. At an interior node the five-point formula replaces $-\nabla^2w$ by
$$n^2\left(4w_0-w_E-w_W-w_N-w_S\right),$$
where the subscripts mark the node and its four neighbours. Means are nodal sums divided by $n^2$. This is the trapezoidal rule, since the integrands vanish on the wall.

With $n=2$ there is one interior node. Then $16w=1$, $\bar w=\frac14\cdot\frac1{16}=\frac1{64}$ and $v=4$. Next $16\theta=4$ gives $\theta=\frac14$, so $\theta_b=\frac14\cdot4\cdot\frac14=\frac14$ and $\mathrm{Nu}=1$. One node cannot represent the profiles.

With $n=4$ there are nine nodes, but by symmetry only three values: $w_c$ at the four nodes nearest the corners, $w_e$ at the four nodes nearest the side midpoints, and $w_m$ in the middle. The equations are
$$4w_c-2w_e=\tfrac1{16},\qquad 4w_e-2w_c-w_m=\tfrac1{16},\qquad 4w_m-4w_e=\tfrac1{16}.$$
The third gives $w_m=w_e+\frac1{64}$ and the first gives $2w_c=w_e+\frac1{32}$. Inserted in the second, they leave $2w_e=\frac7{64}$. Thus
$$(w_c,w_e,w_m)=\frac{(11,\,14,\,18)}{256},\qquad \bar w=\frac{44+56+18}{16\cdot256}=\frac{118}{4096}.$$

For the temperature it is convenient to solve for $\Theta=\bar w\theta$, whose source is $w$. In units of $1/4096$ the right-hand sides are 11, 14 and 18. The same elimination gives $\Theta_m=\Theta_e+4.5$, $2\Theta_c=\Theta_e+5.5$ and $2\Theta_e=24$, so the three values are $8.75$, $12$ and $16.5$. Since $\theta_b=\int w\Theta\,dA/\bar w^2$,
$$\theta_b=\frac{4\cdot11\cdot8.75+4\cdot14\cdot12+18\cdot16.5}{118^2}=\frac{1354}{13924}=0.0972,$$
because the powers of two cancel. Hence $\mathrm{Nu}=2.571$.

Finer grids need a computer, but the structure stays the same. Both problems have the same matrix, so one sparse factorization serves two solves: first with a right-hand side of ones, then with $v$. The results are:

| $n$ | $\bar w$ | $\theta_b$ | Nu |
|---:|---:|---:|---:|
| 20 | 0.034861 | 0.070279 | 3.55723 |
| 40 | 0.035073 | 0.069538 | 3.59516 |
| 80 | 0.035126 | 0.069353 | 3.60475 |
| 160 | 0.035140 | 0.069307 | 3.60715 |

Even with 160 cells per side the result rounds to 3.607, whereas the value found below rounds to 3.608. Refinement alone is a poor remedy, because the error has a regular form that can be used. For a smooth function, Taylor expansion of the two neighbours along $x$ gives
$$n^2\left(w_E+w_W-2w_0\right)=w_{xx}+\frac{1}{12n^2}w_{xxxx}+\dots,$$
which suggests an error proportional to $1/n^2$.

The square does not quite satisfy the premise. Along one wall $w_{xx}=0$ and along the adjacent wall $w_{yy}=0$, yet their sum must be $-1$ right up to the corner where the walls meet. The second derivatives therefore have no common limit there, and the order has to be measured. Against the series value derived in the next section, the error is $-0.00320$ at $n=80$ and $-0.00080$ at $n=160$. Computed from unrounded values, the order is 1.999.

So put $\mathrm{Nu}_n=\mathrm{Nu}+C/n^2$. Then $4\mathrm{Nu}_{2n}-\mathrm{Nu}_n=3\,\mathrm{Nu}$, because the terms in $C$ cancel, and
$$\mathrm{Nu}\approx\frac{4(3.60715)-3.60475}{3}=3.60795 .$$
This step costs one line of arithmetic. The complete scheme is two grids, one factorization and two solves on each, and this combination.

## The same number without a grid

The square also allows a solution by sine series, which shares no discretization with the grid. For odd $i$ and $j$, let $S_{ij}=\sin(i\pi x)\sin(j\pi y)$. On the open square
$$1=\sum_{i,j\ \mathrm{odd}}\frac{16}{\pi^2ij}S_{ij},\qquad -\nabla^2S_{ij}=\pi^2(i^2+j^2)S_{ij}.$$
Dividing each coefficient by its eigenvalue gives the velocity coefficients
$$w_{ij}=\frac{16}{\pi^4ij(i^2+j^2)} .$$
Each $S_{ij}$ integrates to $4/(\pi^2ij)$, hence
$$\bar w=\frac{64A}{\pi^6},\qquad A=\sum_{i,j\ \mathrm{odd}}\frac1{i^2j^2(i^2+j^2)} .$$
The coefficients of $\theta$ are $w_{ij}/[\bar w\,\pi^2(i^2+j^2)]$. Different $S_{ij}$ are orthogonal and each $S_{ij}^2$ integrates to $\frac14$, so
$$\theta_b=\frac1{\bar w^2}\sum_{i,j\ \mathrm{odd}}\frac{w_{ij}^2}{4\pi^2(i^2+j^2)}=\frac{64B}{\pi^{10}\bar w^2},\qquad B=\sum_{i,j\ \mathrm{odd}}\frac1{i^2j^2(i^2+j^2)^3}.$$
Inserting $\bar w$ into $1/(4\theta_b)$ gives
$$\mathrm{Nu}=\frac{\pi^{10}}{256B}\cdot\frac{4096A^2}{\pi^{12}}=\frac{16A^2}{\pi^2B}.$$

The first term alone has $A=\frac12$ and $B=\frac18$, so $\mathrm{Nu}\approx32/\pi^2=3.24$, about 10% low. Summed over odd indices up to 1999, $A=0.527927$ and $B=0.125230$, and the result is 3.60795, in agreement with the extrapolated grid value. The series also gives $\bar w=0.035144$, $\theta_b=0.069291$ and $f\,\mathrm{Re}=14.227$.

At equal hydraulic diameter and conductivity, the square has a lower heat transfer coefficient than the plates, whose Nusselt number is 8.24. Unlike the plates, it also takes up heat unevenly along its wall. At a corner $\theta$ vanishes along both walls, so both wall gradients vanish and no heat enters there. On the 160-cell grid, a one-sided difference at the middle of a side gives 1.53 times the mean wall flux. A uniform wall temperature and a uniform wall flux are thus incompatible around the periphery of a square.

## What the march is still good for

The Poisson problems assume that the developed state is reached. The march can show whether it is, once its unknown wall temperature is dealt with. Define $\mathrm{Pe}=\rho cUa/k$ and $z=a\,\mathrm{Pe}\,\zeta$, and measure temperature above the inlet value in units of $q'/k$. Without axial conduction,
$$v\,\frac{\partial T}{\partial\zeta}=\nabla^2T,\qquad \frac{dT_b}{d\zeta}=1 .$$
An implicit step of length $\delta$ solves $(v/\delta-\nabla^2)T^{\rm new}=vT^{\rm old}/\delta$. The equation is linear, so $T^{\rm new}=T_0+T_wT_1$. Here $T_0$ has a cold wall and the old field as source, while $T_1$ has unit wall temperature and no source. The wall temperature follows from requiring the bulk value to rise by $\delta$:
$$T_w=\frac{T_b^{\rm old}+\delta-\int vT_0\,dA}{\int vT_1\,dA}.$$

On the 40-cell grid, with developed velocity and a uniform inlet temperature, 1300 steps to $\zeta=0.667$ end within $10^{-6}$ of that grid's Poisson value of Nu. The local Nu comes within 5% of its final value at $\zeta\approx0.057$; with finer steps and grid this distance settles at 0.056.

The march also clarifies the tempting shortcut of a wall temperature constant in $z$. The surviving profile then decays as $T_w-T\propto\varphi\,e^{-\lambda\zeta}$, where $\lambda$ is the lowest eigenvalue of $-\nabla^2\varphi=\lambda v\varphi$ with $\varphi=0$ on the wall. Since $q'=k\,dT_b/d\zeta=k\lambda(T_w-T_b)$ in ordinary temperature units, $\mathrm{Nu}_T=\lambda/4$.

This value cannot exceed the one for steady heating. Using $\theta$ as a trial function in the Rayleigh quotient, and integrating by parts,
$$\lambda\le\frac{\int|\nabla\theta|^2dA}{\int v\theta^2dA}=\frac{\int v\theta\,dA}{\int v\theta^2dA}\le\frac1{\int v\theta\,dA}=4\,\mathrm{Nu}.$$
The second inequality is that of Cauchy and Schwarz, $(\int v\theta\,dA)^2\le\int v\,dA\int v\theta^2dA$, with $\int v\,dA=1$. Solving the eigenvalue problem on the 40- and 80-cell grids and extrapolating gives $\mathrm{Nu}_T=2.98$, which is 17% below 3.608. A quoted Nusselt number therefore needs its thermal boundary condition beside it.

## A chip cooled by liquid ammonia

Consider pressurized liquid ammonia in channels of side 50 µm and length 10 mm, at a pitch of 100 µm. The mean speed is 1 m/s and each channel receives $q'=10$ W/m. Rough typical properties near room temperature are $\rho=600$ kg/m³, $c=4800$ J/(kg K), $k=0.48$ W/(m K) and $\mu=1.3\times10^{-4}$ Pa s. Then
$$\mathrm{Re}=\frac{600\cdot1\cdot5\times10^{-5}}{1.3\times10^{-4}}=231,\qquad \mathrm{Pr}=\frac{\mu c}{k}=1.30,\qquad \mathrm{Pe}=\mathrm{Re}\,\mathrm{Pr}=300 .$$
The heat transfer coefficient is
$$h=\frac{3.608\cdot0.48}{5\times10^{-5}}=3.46\times10^4\ \mathrm{W/(m^2\,K)},$$
and the developed wall excess is $T_w-T_b=10\cdot0.0693/0.48=1.44$ K.

The flow carries $\rho cUa^2=7.2\times10^{-3}$ W/K and each channel receives 0.1 W, so the bulk temperature rises by 13.9 K. With an inlet at 290 K, the wall reaches $290+13.9+1.4=305.3$ K at the outlet. The pressure drop is
$$\frac{\mu UL}{a^2\bar w}=\frac{1.3\times10^{-4}\cdot1\cdot10^{-2}}{2.5\times10^{-9}\cdot0.03514}\ \mathrm{Pa}=14.8\ \mathrm{kPa}.$$

Most of the temperature budget is warming of the coolant. At fixed $q'$ the wall excess $q'/(4k\,\mathrm{Nu})$ does not depend on $a$, although $h$ grows as $1/a$, because the wetted area shrinks equally. At fixed $q'$, $U$ and $L$, a smaller channel raises both the bulk rise and the pressure drop as $1/a^2$. Under these conditions narrowing a single channel therefore brings no thermal gain. Dividing the same heat among more channels does lower the wall excess, because each then receives a smaller $q'$.

## How far a real cooler departs from the model

Channels tens to hundreds of micrometres wide are realistic for chip coolers. The footprint load here, $q'$ divided by the pitch, is 10 W/cm², which is modest for a powerful processor. Ten times the load at the same flow would raise the bulk temperature by 139 K in this model, and the liquid would boil long before that. At about 2 MPa ammonia boils near 322 K, a rough value, which leaves a margin of 17 K in the example.

A real device also departs from the uniform wall temperature, since heat enters from one side. Suppose the solid has conductivity $k_s=100$ W/(m K), and that the webs between channels and the lid are each $t=50$ µm thick. The mean wall flux is $q''=q'/(4a)=5$ W/cm². Half a web carries the heat for the side wall above height $y$ and for half the lid, $q''(\frac32a-y)$ per unit length, through a thickness $t/2$. Integrating up the web gives a drop of $2q''a^2/(k_st)$, and the half-lid adds $q''a^2/(8k_st)$. The sum is 0.053 K, or 3.7% of the wall excess. It leaves out the base, where heat turns from under the channel into the webs. For a 50 µm base heated uniformly from below, two-dimensional conduction with the same wall flux raises the spread around the channel to about 0.08 K, or 6% of the wall excess. These figures describe the temperature spread, not the change in Nu. For a fixed wall flux the spread grows as $1/k_s$. In a poorly conducting package it becomes comparable with the wall excess; the flux then redistributes, and the uniform-temperature boundary condition fails.

The thermal entrance, by the 5% criterion, occupies $0.056\,a\,\mathrm{Pe}=0.84$ mm. Averaged over the 10 mm march, it lowers the mean wall excess by 1.9% relative to the developed value. Momentum spreads faster than heat by the factor Pr, which is close to one here, so the flow entrance is of similar size, roughly 0.5 to 1 mm depending on the criterion used; this is only an estimate, and its effect on Nu is not included. A much shorter channel, or a much faster one if its flow stayed laminar, would be mostly entrance, and 3.608 would then underestimate its mean heat transfer.

If the viscosity falls by roughly 1% per kelvin, it changes by 1.4% between wall and bulk, but by 14% from inlet to outlet. This variation therefore matters more for the pressure drop than for the developed Nu, which does not depend on the level of the viscosity. The inlet dynamic pressure, $\frac12\rho U^2=300$ Pa, is 2.0% of that drop; it sets only the scale of the entrance and exit losses, which are not computed here. With a 50 µm base as well, the solid has a section of $1.25\times10^{-8}$ m² per channel and conducts 1.7% of the heat load along the channel. Viscous heating, $GUa^2$ per unit length, is 0.04% of $q'$.
